# Fitting a Permittivity–Gap Power Law with Errors in Both Variables

Suppose the static permittivity of gate oxides falls with band gap as a power law of exponent 2, and 36 oxides are measured with gap errors of 8 to 20 percent. An ordinary least-squares line through the logarithms then typically returns an exponent near 1.65. In 4000 synthetic repetitions of this experiment its nominal 95% interval contained the true exponent 39% of the time. More oxides do not help: the estimate settles at 1.63, and the fitted line puts the permittivity at a gap of 3.5 eV at 50.7 instead of 58.8. The cause is the noise in the gap, and the cure is a fit that knows about it.

## Model and conventions

Let $E$ be the gap, $\kappa$ the static relative permittivity and $E_0=6$ eV a reference gap. The law is

$$\kappa=\kappa_0\,(E/E_0)^{-n}.$$

With $\xi=\ln(E/E_0)$ and $\eta=\ln\kappa$ it becomes a straight line,

$$\eta=a+b\,\xi,\qquad a=\ln\kappa_0,\quad b=-n .$$

For each material we observe $x=\xi+u$ and $y=\eta+v$. The errors have zero mean and known standard deviations $s_x$ and $s_y$, which may differ between materials. They are independent of each other, of $\xi$, and from one material to the next. An error of 0.15 in a logarithm is roughly a relative error of 15%. The material index is suppressed, sums run over the $N$ materials, and angle brackets denote averages over them. $V$ is the variance of the true $\xi$.

## Why the ordinary slope is too flat

The least-squares slope of $y$ on $x$ is the sample covariance divided by the sample variance of $x$. For large $N$ these tend to

$$\mathrm{Cov}(x,y)=\mathrm{Cov}(\xi+u,\;a+b\xi+v)=bV,\qquad \mathrm{Var}(x)=V+\langle s_x^2\rangle ,$$

since every cross term contains an error uncorrelated with its partner. Hence

$$b_{\rm OLS}\to\lambda b,\qquad \lambda=\frac{V}{V+\langle s_x^2\rangle}<1 .$$

Gap noise stretches the data horizontally without changing the covariance, so the line flattens. The permittivity noise $s_y$ is absent from the limit. What matters is the gap noise relative to the spread of gaps: a survey confined to a narrow range of gaps suffers more from the same measurement error.

Regressing $x$ on $y$ and inverting the slope errs the other way:

$$\frac{\mathrm{Var}(y)}{\mathrm{Cov}(x,y)}=\frac{b^2V+\langle s_y^2\rangle}{bV}=b+\frac{\langle s_y^2\rangle}{bV}.$$

The added term has the sign of $b$, so in large samples the two regressions bracket the true slope.

The flattening depends on the assumptions about the errors. If $u$ and $v$ have covariance $c$, the numerator becomes $bV+c$. For equal $s_x$ the deviation from the truth is

$$\frac{bV+c}{V+s_x^2}-b=\frac{c-b\,s_x^2}{V+s_x^2}.$$

For $b<0$ the line is too steep when $c<b s_x^2$. Writing $c=\rho s_xs_y$ turns this into $\rho s_y<-n s_x$, which needs a negative correlation and a permittivity error more than $n$ times the gap error.

A second exception is Berkson noise, where the true gap scatters about the recorded one: $\xi=x+u'$ with $u'$ independent of $x$. An example is a nominal gap assigned to a composition. Then $y=a+bx+(bu'+v)$, the bracket is uncorrelated with $x$, and the ordinary slope is consistent.

## The objective function

Treat each true $\xi$ as unknown and minimize

$$\sum\left[\frac{(x-\xi)^2}{s_x^2}+\frac{(y-a-b\xi)^2}{s_y^2}\right]$$

over the line and all the $\xi$. For Gaussian errors this is minus twice the log-likelihood, up to a constant. Define

$$r=y-a-bx,\qquad W=s_y^2+b^2s_x^2,\qquad w=1/W .$$

Put $\xi=x+d$, so that $y-a-b\xi=r-bd$. Setting the derivative with respect to $d$ to zero gives

$$\frac{d}{s_x^2}=\frac{b(r-bd)}{s_y^2}
\;\Rightarrow\; d\,(s_y^2+b^2s_x^2)=b s_x^2 r
\;\Rightarrow\; \hat\xi=x+b s_x^2wr .$$

The remaining vertical residual is $r-bd=r(1-b^2s_x^2w)=s_y^2wr$. The minimized term is therefore

$$b^2s_x^2w^2r^2+s_y^2w^2r^2=wr^2,$$

and the problem reduces to two parameters:

$$S(a,b)=\sum\frac{(y-a-bx)^2}{s_y^2+b^2s_x^2}.$$

To see that this repairs the bias, let the true line be $(a_0,b_0)$ and write $\Delta a=a_0-a$, $\Delta b=b_0-b$. Then

$$r=\Delta a+\Delta b\,\xi+v-bu,\qquad \mathrm{E}[r^2]=(\Delta a+\Delta b\,\xi)^2+W ,$$

and therefore

$$\mathrm{E}[S]=N+\sum w\,(\Delta a+\Delta b\,\xi)^2 .$$

The second term vanishes at the true line and, if at least two true gaps differ, is positive for every other line. It also stays positive as $|b|\to\infty$, where it tends to $\sum(\xi-\bar\xi)^2/s_x^2$ after minimization over $a$, with $\bar\xi$ weighted by $1/s_x^2$. If the spread of gaps persists as $N$ grows and the errors stay bounded, the minimizer of $S$ converges to the true line.

Integrating over $\xi$ with a flat prior, instead of minimizing, destroys this property. The exponent is quadratic in $\xi$ with curvature $1/s_x^2+b^2/s_y^2=W/(s_x^2s_y^2)$, so each Gaussian integral contributes a factor proportional to $W^{-1/2}$. The objective becomes $S+\sum\ln W$. At the true line the expected slope of $S$ is zero, but that of the logarithm is $2b\sum s_x^2w$, which has the sign of $b$. The objective falls when $|b|$ shrinks, and the flattening returns.

## The iteration

Stationarity in $a$ reads $\sum wr=0$, so the line passes through the weighted means $\bar x,\bar y$. For the slope, use $\partial r/\partial b=-x$ and $\partial w/\partial b=-2bs_x^2w^2$:

$$\frac{\partial S}{\partial b}=\sum\left(-2wrx-2bs_x^2w^2r^2\right)=-2\sum wr\,\hat\xi=0 .$$

Let $p=x-\bar x$ and $q=y-\bar y$, so that $r=q-bp$. Because $\sum wr=0$, we may replace $\hat\xi$ by

$$h=\hat\xi-\bar x=p+bs_x^2w(q-bp)=w\left(s_y^2p+bs_x^2q\right),$$

where $1-b^2s_x^2w=s_y^2w$ was used. The condition $\sum wh(q-bp)=0$ then gives the York iteration:

1. Start with $b$ from ordinary least squares.
2. Compute $w$, the weighted means, $p$, $q$ and $h$ from the current $b$.
3. Replace $b$ by $\sum whq/\sum whp$.
4. Repeat steps 2 and 3 until $b$ stops changing, then set $a=\bar y-b\bar x$.

Two limits check the formula. If $s_x=0$, then $h=p$ and the result is least squares weighted by $1/s_y^2$. If $s_y=0$, then $h=q/b$ and $b=\sum wq^2/\sum wqp$, the inverted regression of $x$ on $y$, as it must be when all the error lies in the gap.

The iteration finds a stationary point, which need not be the lowest minimum. For small or very noisy samples the result should be compared with a direct scan of $S$.

## Standard error

At the true line $r=v-bu$, so $\mathrm{E}[r^2]=W$ and $\mathrm{E}[ur]=-bs_x^2$. The error of the estimated hidden gap is $e=\hat\xi-\xi=u+bs_x^2wr$, and

$$\mathrm{E}[er]=-bs_x^2+bs_x^2wW=0 .$$

Since $e$ is uncorrelated with $r$, its variance is

$$\tau^2=\mathrm{E}[eu]=s_x^2-b^2s_x^4w=s_x^2s_y^2w .$$

For large $N$ the estimate lies close to the truth, with deviations $\delta a,\delta b$. We expand the two stationarity conditions to first order and take the second derivatives from $\mathrm{E}[S]$. With $r$ and $\hat\xi$ evaluated at the true line,

$$\sum wr=\delta a\sum w+\delta b\sum w\xi,\qquad
\sum wr\hat\xi=\delta a\sum w\xi+\delta b\sum w\xi^2 .$$

Subtracting $\bar\xi=\sum w\xi/\sum w$ times the first from the second removes $\delta a$:

$$\sum wr(\hat\xi-\bar\xi)=I\,\delta b,\qquad I=\sum w(\xi-\bar\xi)^2 .$$

For Gaussian errors, uncorrelated $e$ and $r$ are independent. The variance of the left side is then $\sum w^2W[(\xi-\bar\xi)^2+\tau^2]=I+T$, with $T=\sum w\tau^2$, and

$$\mathrm{Var}(\hat b)=\frac{I+T}{I^2}.$$

The data supply $J$, the weighted sum of squares of $\hat\xi$ about its weighted mean, which estimates $I+T$. The standard error is thus $\sqrt J/(J-T)$, provided all the error variances are known rather than fitted. The shorter expression $1/\sqrt J$ is too small by the factor $I/(I+T)$.

This was tested with all errors of the example below doubled and $N=396$. The slopes of 5000 data sets scattered by 0.108; the full formula gave 0.106 and the short one 0.093.

## Materials that scatter about the law

Two oxides with the same gap need not share a permittivity. If $\ln\kappa$ scatters independently about the line with standard deviation $\sigma$, then $\mathrm{E}[r^2]=W+\sigma^2$ at the truth. A fit that ignores the scatter has

$$\frac{\partial\,\mathrm{E}[S]}{\partial b}=-2\sum w\left[-bs_x^2+bs_x^2w(W+\sigma^2)\right]=-2b\,\sigma^2\sum s_x^2w^2 .$$

For $b<0$ this is positive, so $S$ decreases toward more negative $b$: the exponent comes out too large.

The remedy is to replace $s_y^2$ by $s_y^2+\sigma^2$ and choose $\sigma$ so that the minimum of $S$ equals $N-2$. At a fixed line every nonzero term of $S$ falls as $\sigma^2$ grows, hence so does the minimum, and there is at most one root. If $S$ is already below $N-2$ at $\sigma=0$, take $\sigma=0$.

For equal errors the result is explicit. Let $S_{xy}$ and $S_{xx}$ be the centred sums of products. Then $\sum rx=S_{xy}-bS_{xx}$, and inserting $\sum wr^2=N-2$ into $\sum r\hat\xi=0$ gives

$$S_{xy}-bS_{xx}+bs_x^2(N-2)=0,\qquad b=\frac{S_{xy}}{S_{xx}-(N-2)s_x^2}.$$

The noise contribution is subtracted from the variance of $x$, which undoes the attenuation. Fitting $\sigma$ costs precision that $\sqrt J/(J-T)$ does not include. With $r$ taken at the true line and $W$ containing $\sigma^2$, the slope error for large $N$ is $\sum(xr+bs_x^2)/(NV)$, with $x$ centred. For Gaussian errors $\mathrm{Var}(ur)=s_x^2W+b^2s_x^4$, so for $\sigma>0$ the variance of the slope is $(VW+s_x^2W+b^2s_x^4)/(NV^2)$. This exceeds the known-variance result $(I+T)/I^2$ by $2b^2s_x^4/(NV^2)$. The formula also shows what a wrong error bar does. If the real error is $s_x$ but $s_c$ is claimed, the slope tends to $bV/(V+s_x^2-s_c^2)$, provided the condition on $\sigma$ still has a root. If the claimed error is so large that $\sigma$ has to be set to zero, neither formula applies.

## A synthetic survey of 36 oxides

The chosen law has $n=2$ and $\kappa_0=20$. The 36 gaps are evenly spaced in the logarithm between 3 and 9 eV, which gives $V=0.1005$. The gap errors $s_x$ repeat as 0.08, 0.15, 0.20 and the permittivity errors $s_y$ as 0.20, 0.10, 0.15, so that $\langle s_x^2\rangle=0.02297$ and $\langle s_y^2\rangle=0.02417$. The predicted attenuation is

$$\lambda=\frac{0.1005}{0.1005+0.02297}=0.814,\qquad \lambda n=1.63 .$$

To isolate the cause, the gap errors were multiplied by a common factor, with the law, the gaps and the permittivity errors held fixed. Each row uses 360 000 points.

| Factor | OLS $n$ | Predicted | Both errors |
|---|---|---|---|
| 0 | 1.999 | 2.000 | 1.999 |
| 0.5 | 1.892 | 1.892 | 2.000 |
| 1 | 1.630 | 1.628 | 2.003 |
| 1.5 | 1.320 | 1.321 | 1.999 |
| 2 | 1.045 | 1.045 | 1.999 |

Without gap noise the bias vanishes although the permittivities remain noisy. With doubled gap noise nearly half the exponent is lost. At factor 1 the reverse regression gives 2.117, against $2+0.02417/(2\times0.1005)=2.120$, and the flat-prior objective gives 1.71.

The exceptions behave as derived. With $s_x=0.05$, $s_y=0.30$ and correlation $-0.8$, $c=-0.012$ lies below $bs_x^2=-0.005$, and ordinary least squares gives 2.068, too steep. Berkson noise of the original size gives 2.002.

A single survey of 36 oxides gave $n=1.71$ by ordinary least squares and $2.12\pm0.19$ by the two-error fit. Direct minimization over the line and all 36 hidden gaps gave the same 2.118. The minimum $S=27.6$, for 34 degrees of freedom, gives no sign of underestimated errors.

Over 4000 such surveys the median exponents were 1.65 and 2.01. The central 68% ranges were 1.52 to 1.80 and 1.85 to 2.18, so the two-error range is wider, but only in proportion to the exponent: both widths are about 17% of the median. The two-error interval covered the truth in 95.3% of cases. The ordinary exponent fell below 2 in 99.1% of them: the bias is a property of the average, and an individual survey can escape it.

The flatter line still has a use. To predict $\eta$ from a new gap drawn from the same population with the same mix of errors, its own error being unknown, the ordinary line is the best linear predictor, because it minimizes the mean square error and $v$ is uncorrelated with $x$. Its root-mean-square error in $\ln\kappa$ was 0.274, against 0.303 for the two-error line. The latter estimates the law itself, and is the one to use when the new gap is accurately known. For a new gap with a known noise variance $s^2$, the best linear predictor passes through the population means with slope $bV/(V+s^2)$, where $b$ comes from the two-error fit.

## How far real oxides depart from the model

The range of gaps runs roughly from titania, near 3 eV, to silica, near 9 eV. The chosen law gives $\kappa=80$ at 3 eV, a plausible size for titania, but 8.9 at 9 eV, about twice the value of silica, which is near 4. The exponent 2 is thus a round test value and not a fit to real oxides.

The assumption most clearly broken is that the gap fixes the permittivity. The static value contains a lattice contribution that depends on crystal phase and film structure. A scatter of 0.30 in $\ln\kappa$, if ignored, moves the fitted exponent from 2 to about 2.3; fitting $\sigma$ as well restores 2.00. The value 0.30 is illustrative, and real oxides may scatter more: the factor of two for silica exceeds it, while alumina, commonly quoted with a similar gap and $\kappa$ near 9, lies close to the law. One outlying oxide cannot tell scatter from curvature, and a real survey should be examined for both.

Error bars matter as much. With the scatter left free, a gap error of 0.15 claimed as 0.10 leaves the exponent at 1.79, close to the predicted 1.78. If the gap noise instead has a constant standard deviation of 0.5 eV, the resulting error in $\ln E$ no longer has zero mean. Ordinary least squares then gives 1.78. The two-error fit gives 1.98 with relative errors computed from the true gaps, and 2.05 with those computed from the measured gaps, which are correlated with the noise. The departures of these last two fits, 0.02 and 0.05, are small beside the 0.22 of ordinary least squares, but they do not shrink as more oxides are added. The complete figures are in the numerical output below.

## Table of computed values

```
Law: n = 2.00, kappa0 = 20.0 at E0 = 6.0 eV
Gaps: 3.0 to 9.0 eV, N = 36 materials
Log gap errors sx, repeating: [0.08 0.15 0.2 ]
Log permittivity errors sy, repeating: [0.2  0.1  0.15]
Variance of true log gap V = 0.10050
Mean sx^2 = 0.02297, mean sy^2 = 0.02417
Attenuation factor = 0.8140
Predicted OLS exponent = 1.6280
One data set, three of its points (true gap, seen gap, seen kappa):
  3.05 eV, 3.04 eV, 113.1
  5.28 eV, 5.28 eV, 23.1
  8.86 eV, 8.74 eV, 9.4
  OLS: n = 1.710, kappa0 = 21.48
  EIV: n = 2.118 +- 0.185, kappa0 = 20.48
  EIV by direct hidden-gap minimization: n = 2.118
  chi-square = 27.6 for 34 degrees of freedom
4000 data sets of 36 materials (median n; 16 and 84 percent points):
  OLS: 1.649; 1.517, 1.800
  EIV: 2.007; 1.846, 2.182
  Fraction with OLS n below the true n = 0.991
  Coverage of 95% intervals: OLS 0.389, EIV 0.953
Large samples (360000 points), gap errors scaled:
  scale, OLS n, predicted OLS n, EIV n
  0.0, 1.999, 2.000, 1.999
  0.5, 1.892, 1.892, 2.000
  1.0, 1.630, 1.628, 2.003
  1.5, 1.320, 1.321, 1.999
  2.0, 1.045, 1.045, 1.999
Reverse regression n = 2.117, formula 2.120
kappa at true gap 3.5 eV: law 58.8, OLS 50.7, EIV 58.7
RMS error of ln kappa predicted from a new noisy gap: OLS 0.274, EIV 0.303
With the sum of ln W added (flat prior): n = 1.711
Doubled errors, N = 396: spread of n 0.1083, full formula 0.1061, short 0.0930
Correlated errors (sx 0.05, sy 0.3, correlation -0.8): OLS n = 2.068, formula 2.068
Berkson gap noise: OLS n = 2.002
Neglected effects, large samples:
  Scatter 0.30 in ln kappa: ignored n = 2.295
  Scatter fitted: n = 2.002, scatter = 0.301
  Gap error 0.15 claimed as 0.10: n = 1.785, formula 1.779
  Additive gap noise 0.5 eV: OLS n = 1.776
    EIV, relative error from true gap: n = 1.979
    EIV, relative error from seen gap: n = 2.047
```
